# Screened Madelung Error of the Quasiparticle Gap in a Diamond Cell

**Problem.** The quasiparticle gap of diamond is computed from three total energies,

\[
E_g = E(N+1)+E(N-1)-2E(N),
\]

where \(N\) is the number of electrons in the neutral cell. The cell is a cube of side \(L=7.13\) Å, which holds 64 atoms and is repeated periodically. The ions are fixed, the Coulomb interaction is periodic, and a uniform background neutralizes the charged cells. The dielectric constant is \(\varepsilon=5.7\).

(a) In which direction, and by roughly how much, does the finite cell shift the gap? (b) How does the error change with cell size and dielectric constant? (c) How large are the effects that the leading term leaves out?

**Solution**

The derivation uses atomic units (\(\hbar=m_e=e^2/4\pi\varepsilon_0=1\)), and the results are converted to eV. Charges \(Q\) are in units of \(e\), and \(V=L^3\).

**1. A charge and its own images**

A unit point charge, its periodic images and the neutralizing background produce the potential

\[
\phi(\mathbf r)=\frac1V\sum_{\mathbf G\neq0}\frac{4\pi}{G^2}e^{i\mathbf G\cdot\mathbf r}.
\]

The term \(\mathbf G=0\) is absent because the cell is neutral and the mean potential is set to zero. Close to the charge, \(\phi=1/r+v_M+\dots\), where the constant \(v_M\) is the potential due to the images and the background. A set of charges \(Q_i\) in the cell then has the energy

\[
U=\frac12\sum_{i\ne j}Q_iQ_j\,\phi(\mathbf r_i-\mathbf r_j)+\frac12\sum_iQ_i^2v_M .
\]

The background adds nothing further, since \(\phi\) averages to zero. The last term does not depend on position, because the images move with the particle. A delocalized carrier therefore has this energy just as a localized one does.

To evaluate \(v_M\), split \(1/r\) into \(\operatorname{erfc}(\eta r)/r\) and \(\operatorname{erf}(\eta r)/r\). The first part is summed over lattice vectors \(\mathbf R\). Its mean value, which must be subtracted, is

\[
\frac1V\int\frac{\operatorname{erfc}(\eta r)}{r}\,d^3r=\frac{4\pi}{V}\int_0^\infty r\operatorname{erfc}(\eta r)\,dr=\frac{\pi}{\eta^2V}.
\]

The second part is summed over \(\mathbf G\neq0\). Removing the charge's own \(1/r\) leaves \(-\operatorname{erf}(\eta r)/r\to-2\eta/\sqrt\pi\) at the origin. Hence

\[
v_M=\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\eta R)}{R}+\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{\eta^2V}.
\tag{1}
\]

By scaling, \(v_M=-\alpha_M/L\). With \(\eta=\sqrt\pi/L\), the last two terms are \(-2/L\) and \(-1/L\), and both sums are positive, so \(\alpha_M<3\). The full evaluation gives \(\alpha_M=2.837297\).

A second route sums point charges, each at the centre of its own neutral background cube. This sum has a nonzero mean potential, which must be removed. For one cubic cell with charge density \(\rho\), the small-\(k\) expansion is \(\rho(k)\simeq-\tfrac{k^2}{6}\int\rho r^2d^3r\), so the mean potential is

\[
\frac1V\lim_{k\to0}\frac{4\pi\rho(k)}{k^2}=-\frac{2\pi}{3V}\int\rho r^2d^3r=-\frac{2\pi}{3L^3}\left(-\frac{L^2}{4}\right)=\frac{\pi}{6L}.
\]

Here the background has density \(-1/L^3\), and the mean of \(r^2\) over the cube is \(3L^2/12\). After this subtraction the direct sum gives 2.837301, in agreement with equation (1).

**2. Screening by the other electrons**

The carrier and its images polarize the host. In a homogeneous, isotropic host with linear response, the induced charge at wavevector \(G\) is \(-s(G)\) times the carrier charge, where

\[
s(q)=1-\frac1{\varepsilon(q)},\qquad s_0\equiv s(0)=1-\frac1\varepsilon .
\]

The energy gained is half the interaction between the carrier and the induced charge. The other half is the cost of polarizing the host: minimizing \(\tfrac12Kx^2-Fx\) gives \(-F^2/2K\), which is half of \(-Fx\). Therefore

\[
E_{\rm pol}(L)=-\frac{Q^2}{2V}\sum_{\mathbf G\ne0}\frac{4\pi s(G)}{G^2}.
\]

In the infinite crystal the sum becomes an integral. For any function \(f\), let

\[
D[f]=\frac1V\sum_{\mathbf G\neq0}f(G)-\int\frac{d^3q}{(2\pi)^3}f(q).
\]

Adding the bare image energy of section 1, the size error of one carrier is \(\tfrac12Q^2\Delta\), with

\[
\Delta=v_M-D\!\left[\frac{4\pi s(q)}{q^2}\right].
\tag{2}
\]

At small \(q\), write \(1/\varepsilon(q)=1/\varepsilon+cq^2+\dots\), so that \(s(q)=s_0-cq^2+\dots\). Separate the singular part with a Gaussian:

\[
\frac{4\pi s(q)}{q^2}=s_0\frac{4\pi e^{-q^2/4\eta^2}}{q^2}+g(q),\qquad g(0)=4\pi\left(-c+\frac{s_0}{4\eta^2}\right).
\]

*The Gaussian part.* Its integral is \(\frac2\pi\int_0^\infty e^{-q^2/4\eta^2}dq=2\eta/\sqrt\pi\). By equation (1), its sum minus its integral is \(v_M+\pi/(\eta^2V)\), apart from the real-space sum, which is exponentially small when \(\eta L\) is large.

*The smooth part.* By Poisson summation, the sum of \(g\) over all \(\mathbf G\), including \(\mathbf G=0\), equals its integral plus terms that fall exponentially with \(L\). Leaving out \(\mathbf G=0\) thus gives \(D[g]=-g(0)/V\).

Together,

\[
D\!\left[\frac{4\pi s}{q^2}\right]=s_0v_M+\frac{\pi s_0}{\eta^2V}+\frac{4\pi c}{V}-\frac{\pi s_0}{\eta^2V}=s_0v_M+\frac{4\pi c}{V}.
\]

The arbitrary \(\eta\) has cancelled. Since \(1-s_0=1/\varepsilon\), equation (2) becomes

\[
\Delta=\frac{v_M}{\varepsilon}-\frac{4\pi c}{V}.
\tag{3}
\]

The first term contains the macroscopic dielectric constant because the singularity at \(q\to0\) produces it. The second depends on how screening weakens at shorter wavelengths.

**3. From one carrier to the gap**

Let the neutral cell have a size error \(e_0\). A cell with extra charge \(Q\) has the error

\[
\delta E(Q)=e_0+Qu+\tfrac12Q^2\Delta ,
\]

where \(u\) is a common shift of the mean potential. The hole is treated here as a particle, which needs a word of justification. Removing an electron from a filled band takes away its term \(\tfrac12v_M\). It also removes its exchange energy with the filled band, whose sum lacks the \(q=0\) term and so contributes an error \(+v_M\). The net bare error is \(+\tfrac12v_M\), the same as for a unit positive charge. The added electron has \(Q=-1\) and the hole \(Q=+1\), so

\[
\delta E_g=\left(e_0-u+\tfrac12\Delta\right)+\left(e_0+u+\tfrac12\Delta\right)-2e_0=\Delta .
\]

The linear terms cancel and the two image energies add. To leading order,

\[
\boxed{\;\delta E_g=\frac{v_M}{\varepsilon}=-\frac{\alpha_M}{\varepsilon L}\,\frac{e^2}{4\pi\varepsilon_0}\;}
\]

The shift is negative, so the finite cell gives too small a gap. With \(e^2/4\pi\varepsilon_0=14.3996\) eV Å,

\[
|v_M|=\frac{2.8373\times14.3996}{7.13}=5.730\ \text{eV},\qquad
|\delta E_g|=\frac{5.730}{5.7}=1.005\ \text{eV}.
\]

Each carrier contributes 0.503 eV. To leading order, the answer to (a) is an underestimate of about 1 eV.

**4. Other cells and other screening**

The leading error varies as \(1/(\varepsilon L)\). The last column of the table adds the \(1/L^3\) term of the model in section 5.

| \(L\) (Å) | \(\varepsilon\) | Leading underestimate (eV) | With \(1/L^3\) model (eV) |
|---:|---:|---:|---:|
| 7.13 | 5.7 | 1.005 | 1.13 |
| 14.26 | 5.7 | 0.503 | 0.52 |
| 71.7 | 5.7 | 0.100 | 0.10 |
| 7.13 | 5.6 | 1.023 | – |
| 7.13 | 1 | 5.730 | 5.73 |

The last row is the limit of a host that cannot respond. There \(s(q)=0\), and the full bare Madelung energy remains. Lowering \(\varepsilon\) by 0.1 at fixed \(L\) raises the error by 0.018 eV, so a small uncertainty in \(\varepsilon\) matters little here. Brute force is a poor cure: a leading error of 0.1 eV needs a side of 71.7 Å. This is about ten times the original side and a thousand times the volume.

Two cells can instead be combined. Suppose the computed gap follows \(E_g(L)=E_\infty-A/L-B/L^3\), with the k-point sampling error removed from both cells. A linear extrapolation in \(1/L\) gives

\[
2E_g(2L)-E_g(L)=E_\infty-\frac{A}{L}-\frac{B}{4L^3}+\frac AL+\frac B{L^3}=E_\infty+\frac{3B}{4L^3}.
\]

In the model of section 5, \(B/L^3=0.123\) eV at \(L=7.13\) Å, so the extrapolated gap is too large by 0.09 eV. Adding the known leading correction to the larger cell alone leaves \(-B/(8L^3)\), or \(-0.015\) eV. In this model, and with a reliable \(\varepsilon\), the direct correction is the better use of the larger cell.

**5. The next order in a homogeneous host**

*Weaker screening at short wavelength.* A simple model for a semiconductor is

\[
s(q)=\left[1+\frac1{\varepsilon-1}+\frac{a\,q^2}{k_{TF}^2}+\frac{q^4}{4\omega_p^2}\right]^{-1},
\]

where \(k_{TF}\) is the Thomas–Fermi wavevector, \(\omega_p\) the plasma frequency of the valence electrons and \(a\) a number of order one, here set to 1.5. Since \(1+1/(\varepsilon-1)=\varepsilon/(\varepsilon-1)=1/s_0\), expansion gives

\[
s(q)=\frac{s_0}{1+s_0aq^2/k_{TF}^2+\dots}=s_0-\frac{s_0^2a}{k_{TF}^2}q^2+\dots,
\qquad c_1=\frac{s_0^2a}{k_{TF}^2}.
\]

The 256 valence electrons have density 0.1047 bohr\(^{-3}\), which gives \(k_{TF}^2=1.856\) bohr\(^{-2}\). With \(s_0=4.7/5.7=0.8246\), \(c_1=0.6799\times1.5/1.856=0.549\) bohr\(^2\).

*Recoil of the carrier.* So far the carrier has been a fixed point. Let it instead start at zero momentum with mass \(m\), and let the host respond through one mode of energy \(\omega\). Exciting the mode at wavevector \(\mathbf q\) gives the carrier a kinetic energy \(q^2/2m\). The coupling that reproduces the static response is \(|g_q|^2=\frac{4\pi}{Vq^2}\frac{\omega s(q)}2\), and second-order perturbation theory gives

\[
-\sum_{\mathbf q\neq0}\frac{|g_q|^2}{\omega+q^2/2m}
=-\frac1{2V}\sum_{\mathbf q\neq0}\frac{4\pi}{q^2}\,\frac{s(q)}{1+q^2/(2m\omega)} .
\]

For \(m\to\infty\) this is \(E_{\rm pol}\) of section 2. For finite \(m\), the function \(s(q)\) is replaced by \(s(q)/(1+q^2/2m\omega)\). Its value at \(q=0\) is unchanged, so this mobile, delocalized carrier has the same leading error. The coefficient of \(q^2\) gains

\[
c_2=\frac{s_0}{2m\omega}.
\]

The mode energy follows from writing the long-wavelength response as \(1/\varepsilon(\Omega)=1+\omega_p^2/(\Omega^2-\omega^2)\). This has the free-electron form \(1+\omega_p^2/\Omega^2\) at high frequency. At \(\Omega=0\) it must equal \(1/\varepsilon\), so \(\omega^2=\omega_p^2/s_0\). For this density \(\omega=34.4\) eV, or 1.263 hartree. With the round value \(m=1\) for both carriers, \(c_2=0.8246/(2\times1.263)=0.326\) bohr\(^2\). This value sets only the scale. A band mass would govern the recoil only if \(\omega\) were small compared with the gaps between bands, and here \(\omega\) is much larger, so the band masses of diamond should not be inserted for \(m\). Scattering of a Bloch carrier into other bands and exchange with the filled bands add further terms of order \(q^2\). This model leaves them out, and they can change the size and even the sign of this part of the \(1/L^3\) correction.

The cell volume is \((7.13/0.52918)^3=2446\) bohr\(^3\). By equation (3), the two parts increase the underestimate by

\[
\frac{4\pi\times0.549}{2446}\times27.21=0.077\ \text{eV},\qquad
\frac{4\pi\times0.326}{2446}\times27.21=0.046\ \text{eV}.
\]

The total is \(1.005+0.077+0.046=1.128\) eV. Evaluating equation (2) directly, as a sum over the wavevectors of the cell minus the bulk integral, also gives 1.128 eV. In this model the terms beyond \(1/L^3\) are therefore negligible.

**6. A host made of discrete points**

A crystal is not homogeneous. A simple test host is a cubic lattice of points, each of which acquires a dipole proportional to the local electric field. The polarizability is chosen so that the response to a uniform field gives \(\varepsilon=5.7\). All dipoles interact, and the energy of an added point charge is found without inserting a continuum dielectric constant. The energy is then expanded in \(1\), \(1/L\), \(1/L^3\) and \(1/L^5\).

For cells with 16 to 28 points per side, the \(1/L\) coefficient divided by the prediction \(Lv_M/(2\varepsilon)\) is 0.9999 for a charge at the body centre of the small cubes and 0.9997 for one at a face centre. The leading term thus survives in a discrete host and does not depend on which of these two places the carrier occupies. The same expansion fitted to cells with 6 to 12 points per side gives 1.032 and 1.047. A fit to small cells can therefore miss the slope by several percent. The misfit disappears when larger cells are fitted, so it comes from the size of the fitted cells and not from the predicted slope.

With 64 points in a cell of side 7.13 Å, an electron at the body centre and a hole at the face centre, the total underestimate is 0.726 eV. This is 0.28 eV less than the leading term, whereas the homogeneous model gave 0.12 eV more. The correction beyond leading order thus depends on the microscopic structure of the host and the carriers, even in its sign. The point host is not diamond: its lattice is simple cubic, and its carriers are immobile points. Its total at this cell size also depends strongly on where the charges sit. A charge at the midpoint of an edge, closer to the dipoles, keeps the same \(1/L\) slope, but in the 64-point cell its shift has the opposite sign. The two results show that the terms beyond leading order can reach tenths of an eV, and they are not bounds.

**7. The separate error of k-point sampling**

The cell contains two conventional cubic cells along each edge, so the lattice constant is \(L/2\). With periodic boundary conditions and no phase twist, the allowed wavevectors along an axis are multiples of \(2\pi/L\). The line from \(\Gamma\) to X has length \(4\pi/L\), so it is sampled at fractions 0, 1/2 and 1. The conduction minimum of diamond lies roughly at fraction 0.75, midway between two sampled points. The missing distance is

\[
\Delta k=0.25\times\frac{4\pi}{7.13\ \text{Å}}=0.441\ \text{Å}^{-1}.
\]

With a parabolic band and a rough longitudinal mass of 1.5 electron masses, the lowest available conduction state is too high by

\[
\frac{\hbar^2\Delta k^2}{2m_l}\approx0.49\ \text{eV}.
\]

The parabola is carried far from the minimum here, up to the zone boundary, so the number indicates only the size of the effect. It raises the computed gap and, in this estimate, hides about half of the Madelung error. The two must be treated separately, since they have different origins and different size dependence. The sampling error is removed by computing \(E(N+1)-E(N)\) with a twist that places an allowed wavevector at the conduction minimum, and \(E(N-1)-E(N)\) with zero twist, where the valence maximum at \(\Gamma\) is sampled. The Madelung shift remains.

**8. Reading the estimate for real diamond**

The chosen side corresponds to a lattice constant of 3.565 Å, and both it and \(\varepsilon=5.7\) are typical of diamond. The gap is roughly 5.5 eV, so the leading error is nearly one fifth of it. Diamond is nonpolar, so the electronic dielectric constant also describes its static screening. In a polar crystal, a calculation with fixed ions would still require the electronic constant and not the larger static one. Real diamond is not a homogeneous host, and the terms beyond leading order depend on its structure: the models above move the estimate up by 0.12 eV or, for the carrier places chosen in the point host, down by 0.28 eV.

The leading correction at this cell size is therefore +1.0 eV, while the totals in the two models are about 0.7 and 1.1 eV. This correction repairs the image interaction alone. Errors of the many-body method and the effect of lattice vibrations on the gap are not included. The leading formula also needs an insulating host and a cell that is large compared with both the screening length and the spacing of the atoms; in a metal there is no gap to correct. The computed values are collected in the numerical output below.

## Calculated quantities

```
Cell side: 7.13 angstrom
Dielectric constant: 5.7
Atoms / valence electrons in cell: 64 / 256
e^2/(4 pi eps0): 14.3996 eV angstrom
Madelung constant, Ewald: 2.837297
Madelung constant, neutral cubes: 2.837301
Ewald change with splitting parameter: 0.0e+00
Neutral-cube change, 20 to 40 shells: 1.1e-05
Bare Madelung energy |v_M|: 5.730 eV
Screened error per carrier: 0.503 eV
Leading gap underestimate: 1.005 eV
Leading gap underestimate, side doubled: 0.503 eV
Side for 0.1 eV leading error: 71.7 angstrom
Increase if eps is lower by 0.1: 0.018 eV
Point-dipole host, eps from response: 5.7000
Host 1/L coefficient / prediction (body centre, face centre):
  cells of 16-28 sites per side: 0.99990, 0.99969
  cells of 6-12 sites per side: 1.03187, 1.04663
Host site spacing: 1.7825 angstrom
Host total gap underestimate, 64 sites: 0.726 eV
Valence density: 0.1047 bohr^-3
Thomas-Fermi wavevector squared: 1.856 bohr^-2
Screening coefficient a (round): 1.5
Carrier mass (round): 1.0 electron masses
Screening mode energy: 34.4 eV
c from screening dispersion: 0.549 bohr^2
c from recoil: 0.326 bohr^2
Extra underestimate, dispersion: 0.077 eV
Extra underestimate, recoil: 0.046 eV
Model underestimate with both: 1.128 eV
Change of model sum, 30 to 60 shells: 1.8e-08 eV
Valley position (rough): 0.75 of Gamma-X
Longitudinal valley mass (rough): 1.5 electron masses
Distance to nearest sampled k: 0.441 angstrom^-1
Gap rise from missing valley at zero twist: 0.49 eV
```
